# The Zero-Frequency Casimir–Lifshitz Energy Between Identical Dielectric Half-Spaces: a program that tests the result

```python
"""
Result under test: for identical nonmagnetic dielectric half-spaces across vacuum,
the zero-frequency Matsubara term of the free energy per area is
    F0 = -kT Li3(r^2) / (16 pi D^2),   r = (eps - 1)/(eps + 1).
D: gap, T: temperature, eps: static permittivity, Li3: trilogarithm,
k: in-plane wavevector, xi: imaginary frequency. SI units unless stated.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Rough typical inputs for fused-silica wafers
T = 300.0
D = 10e-9
C_UV, E_UV = 1.1, 13.0     # oscillator strength, energy in eV
C_IR, E_IR = 1.9, 0.1
EPS = 1 + C_UV + C_IR
ION_DENSITY = 1e22         # m^-3, singly charged mobile ions
FILM_T, FILM_EPS = 0.3e-9, 80.0
ROUGHNESS = 0.5e-9         # rms height of each surface
kT = sc.k * T
r_static = (EPS - 1) / (EPS + 1)


def li3(z):
    return float(mp.polylog(3, z))


def formula(gap, r=r_static):
    return -kT * li3(r**2) / (16 * np.pi * gap**2)


def zero_term(reflection, gap):
    """Quadrature over k for a reflection coefficient that may depend on k."""
    def integrand(x):
        r = reflection(x / (2 * gap))
        return x * np.log1p(-r**2 * np.exp(-x))
    value = quad(integrand, 0, 2, limit=200)[0] + quad(integrand, 2, 60, limit=200)[0]
    return kT * value / (16 * np.pi * gap**2)


# --- Polarization determinant of two discretized slabs, lengths in units of 1/k
def log_det(centers, h):
    """Log determinant of the static energy matrix for piecewise constant P."""
    n = len(centers)
    pos = np.concatenate([centers, centers + h / 2, centers - h / 2])
    weight = np.concatenate([np.full(n, 2 * np.sinh(h / 2)), np.ones(2 * n)])
    V = 0.5 * np.outer(weight, weight) * np.exp(-np.abs(pos[:, None] - pos[None, :]))
    V[np.arange(n), np.arange(n)] = h - 1 + np.exp(-h)   # volume charge with itself
    I, Z = np.eye(n), np.zeros((n, n))
    B = np.block([[I, Z], [Z, I], [Z, -I]])              # polarization to charge
    K = h / (EPS - 1) * np.eye(2 * n) + B.T @ V @ B
    sign, value = np.linalg.slogdet(K)
    assert sign > 0
    return value


def det_interaction(gaps, cells, thickness=8.0):
    h = thickness / cells
    slab = (np.arange(cells) + 0.5) * h
    single = log_det(slab, h)
    return np.array([log_det(np.concatenate([-slab, slab + g]), h) - 2 * single
                     for g in gaps])


test_gaps = np.array([0.2, 1.0])
target = np.log(1 - r_static**2 * np.exp(-2 * test_gaps))
coarse, fine = det_interaction(test_gaps, 40), det_interaction(test_gaps, 80)
assert np.all(np.abs(coarse - target) > 3 * np.abs(fine - target))
extrapolated = (4 * fine - coarse) / 3
assert np.allclose(extrapolated, target, rtol=2e-4, atol=0)

x16, w16 = np.polynomial.laguerre.laggauss(16)
det_values = (4 * det_interaction(x16 / 2, 80) - det_interaction(x16 / 2, 40)) / 3
li3_from_det = -np.sum(w16 * np.exp(x16) * x16 * det_values)
assert abs(li3_from_det / li3(r_static**2) - 1) < 1e-3

# --- Quantum gap modes of a Lorentz dielectric (hbar = 1, model units)
w0, wp, attenuation = 1.0, 1.5, 0.6


def eps_lorentz(w_squared):
    return 1 + wp**2 / (w0**2 - w_squared)


modes = []
for s in (1, -1):
    modes.append(brentq(lambda w: eps_lorentz(w**2) + 1
                        - s * attenuation * (eps_lorentz(w**2) - 1),
                        w0 * (1 + 1e-9), np.sqrt(w0**2 + wp**2), xtol=1e-13))
w_surface = brentq(lambda w: eps_lorentz(w**2) + 1, w0 * (1 + 1e-9),
                   np.sqrt(w0**2 + wp**2), xtol=1e-13)
assert np.allclose(np.square(modes), [w_surface**2 - wp**2 / 2 * attenuation,
                                      w_surface**2 + wp**2 / 2 * attenuation])


def mode_energy(temp):
    def f(w):
        return temp * np.log(2 * np.sinh(w / (2 * temp)))
    return sum(f(w) for w in modes) - 2 * f(w_surface)


def matsubara_terms(temp, count):
    e = eps_lorentz(-(2 * np.pi * temp * np.arange(count))**2)
    terms = temp * np.log1p(-((e - 1) / (e + 1) * attenuation)**2)
    terms[0] *= 0.5
    return terms


assert abs(matsubara_terms(0.2, 20000).sum() / mode_energy(0.2) - 1) < 1e-7
assert abs(matsubara_terms(20.0, 1)[0] / mode_energy(20.0) - 1) < 1e-3

# --- Velocity coupling to a transverse field leaves the frequency product unchanged
w_matter, w_field, coupling = 1.3, 0.8, 0.7
hessian = np.array([[w_matter**2, 0, 0, 0],
                    [0, w_field**2 + coupling**2, -coupling, 0],
                    [0, -coupling, 1, 0],
                    [0, 0, 0, 1.0]])               # order x, A, p, field momentum
J = np.block([[np.zeros((2, 2)), np.eye(2)], [-np.eye(2), np.zeros((2, 2))]])
freqs = np.sort(np.abs(np.linalg.eigvals(J @ hessian).imag))[::2]
assert abs(freqs[1] - w_matter) > 0.05
assert abs(np.prod(freqs) - w_matter * w_field) < 1e-10

# --- Full retarded Lifshitz sum for the two-oscillator dielectric
x60, w60 = np.polynomial.laguerre.laggauss(60)
laguerre_factor = w60 * np.exp(x60)


def eps_imag(xi):
    energy = sc.hbar * xi / sc.e
    return 1 + C_UV / (1 + (energy / E_UV)**2) + C_IR / (1 + (energy / E_IR)**2)


def fresnel(kappa, xi):
    """TM and TE reflection; kappa is the decay constant in vacuum."""
    e = eps_imag(xi)
    q2 = (e - 1) * (xi / sc.c)**2
    inside = np.sqrt(kappa**2 + q2)
    return (e * kappa - inside) / (e * kappa + inside), -q2 / (kappa + inside)**2


def lifshitz(gap, count=3000):
    xi = (2 * np.pi * kT / sc.hbar * np.arange(count))[:, None]
    kappa = xi / sc.c + x60[None, :] / (2 * gap)
    tm, te = fresnel(kappa, xi)
    decay = np.exp(-2 * kappa * gap)
    logs = np.log1p(-tm**2 * decay) + np.log1p(-te**2 * decay)
    terms = kT / (2 * np.pi) * np.sum(laguerre_factor * kappa * logs, axis=1) / (2 * gap)
    terms[0] *= 0.5
    return terms.sum()


k_test = 1 / D
xi_small = 1e-4 * sc.c * k_test
tm1, te1 = fresnel(np.hypot(k_test, xi_small / sc.c), xi_small)
tm2, te2 = fresnel(np.hypot(k_test, xi_small / 2 / sc.c), xi_small / 2)
assert abs(te1) < 1e-7 and 3.9 < te1 / te2 < 4.2
assert abs(tm2 - r_static) < abs(tm1 - r_static) < 1e-3
assert abs(lifshitz(D, 1500) / lifshitz(D) - 1) < 1e-3
assert abs(lifshitz(20e-6) / formula(20e-6) - 1) < 1e-6

# --- Closed form, pressure and conductor limit
F0 = formula(D)
assert abs(zero_term(lambda k: r_static, D) / F0 - 1) < 1e-8
step = 1e-3 * D
pressure_numeric = -(zero_term(lambda k: r_static, D + step)
                     - zero_term(lambda k: r_static, D - step)) / (2 * step)
pressure = -kT * li3(r_static**2) / (8 * np.pi * D**3)
assert abs(pressure_numeric / pressure - 1) < 1e-5
F_conductor = zero_term(lambda k: 1.0, D)
assert abs(F_conductor / (-kT * float(mp.zeta(3)) / (16 * np.pi * D**2)) - 1) < 1e-6

# --- Neglected static effects: mobile ions and adsorbed films
debye = np.sqrt(EPS * sc.epsilon_0 * kT / (ION_DENSITY * sc.e**2))


def r_ions(k):
    s = np.sqrt(k**2 + debye**-2)
    return (EPS * s - k) / (EPS * s + k)


def r_film(k):
    outer = (FILM_EPS - 1) / (FILM_EPS + 1)
    inner = (EPS - FILM_EPS) / (EPS + FILM_EPS)
    phase = np.exp(-2 * k * FILM_T)
    return (outer + inner * phase) / (1 + outer * inner * phase)


def r_from_ode(k, layers):
    """Integrate the surface admittance outward; layers run from deep to surface."""
    y = 1.0                                       # admittance in units of k
    for thickness, eps_layer, screening in layers:
        s2 = 1 + (screening / k)**2
        sol = solve_ivp(lambda z, v: eps_layer * s2 - v**2 / eps_layer,
                        (0, k * thickness), [y], rtol=1e-9, atol=1e-11)
        y = sol.y[0, -1]
    return (y - 1) / (y + 1)


for k in (0.3 / D, 1.0 / D):
    assert abs(r_from_ode(k, [(12 / k, EPS, 1 / debye)]) - r_ions(k)) < 1e-6
    assert abs(r_from_ode(k, [(12 / k, EPS, 0.0), (FILM_T, FILM_EPS, 0.0)])
               - r_film(k)) < 1e-6
F_ions = zero_term(r_ions, D)
F_film = zero_term(r_film, D - 2 * FILM_T)        # same distance between the solids
assert abs(F0) < abs(F_ions) < abs(F_conductor)

# --- Roughness: average the local energy over Gaussian gap variations
nodes, weights = np.polynomial.hermite.hermgauss(20)
sigma = np.sqrt(2) * ROUGHNESS
local = D + np.sqrt(2) * sigma * nodes
rough_ratio = np.sum(weights * (D / local)**2) / np.sqrt(np.pi)
assert abs((rough_ratio - 1) / (3 * sigma**2 / D**2) - 1) < 0.05

eps_up = 1.05 * EPS
F_eps_up = formula(D, (eps_up - 1) / (eps_up + 1))
half_gap = brentq(lambda g: formula(g) / lifshitz(g) - 0.5, 100e-9, 20e-6, xtol=1e-11)

print("INPUTS (rough typical values)")
print(f"temperature = {T:.0f} K; gap = {D*1e9:.1f} nm")
print(f"static permittivity = {EPS:.2f}")
print(f"ultraviolet oscillator: strength {C_UV:.2f}, energy {E_UV:.1f} eV")
print(f"infrared oscillator: strength {C_IR:.2f}, energy {E_IR:.2f} eV")
print("ZERO-FREQUENCY TERM")
print(f"kT = {kT/sc.e*1e3:.3f} meV")
print(f"static reflection coefficient r = {r_static:.4f}")
print(f"r squared = {r_static**2:.4f}")
print(f"Li3(r squared) = {li3(r_static**2):.6f}")
print(f"Li3 from slab determinants = {li3_from_det:.6f}")
print(f"kT/(16 pi D^2) = {kT/(16*np.pi*D**2)*1e6:.4f} uJ/m2")
print(f"free energy F0 = {F0*1e6:.4f} uJ/m2")
print(f"free energy F0 = {F0/sc.e*1e-18:.4e} eV/nm2")
print(f"pressure = {pressure:.2f} Pa")
print(f"Hamaker part A0 = {0.75*kT*li3(r_static**2)/sc.e*1e3:.3f} meV")
print("DETERMINANT CHECK, log of ratio at kD = 0.2 and 1")
print(f"40 cells: {coarse[0]:.6f}, {coarse[1]:.6f}")
print(f"80 cells: {fine[0]:.6f}, {fine[1]:.6f}")
print(f"extrapolated: {extrapolated[0]:.6f}, {extrapolated[1]:.6f}")
print(f"formula: {target[0]:.6f}, {target[1]:.6f}")
print("HIGHER MATSUBARA TERMS")
print(f"first Matsubara energy = {2*np.pi*kT/sc.e:.4f} eV")
print(f"thermal length hbar c/kT = {sc.hbar*sc.c/kT*1e9:.0f} nm")
for gap in (10e-9, 100e-9, 1e-6, 10e-6):
    total, zero = lifshitz(gap), formula(gap)
    print(f"gap {gap*1e9:.0f} nm: F0 {zero*1e6:.3e}, total {total*1e6:.3e} uJ/m2, "
          f"share {100*zero/total:.2f} %")
print(f"gap where F0 is half the total = {half_gap*1e9:.0f} nm")
print("OTHER NEGLECTED EFFECTS ON F0 AT THE EXAMPLE GAP")
print(f"mobile ion density = {ION_DENSITY*1e-6:.1e} cm^-3")
print(f"Debye length = {debye*1e9:.2f} nm")
print(f"F0 with mobile ions = {F_ions*1e6:.4f} uJ/m2, ratio {F_ions/F0:.3f}")
print(f"F0 in conductor limit = {F_conductor*1e6:.4f} uJ/m2, ratio {F_conductor/F0:.3f}")
print(f"water film: thickness {FILM_T*1e9:.2f} nm each, permittivity {FILM_EPS:.0f}")
print(f"F0 with water films = {F_film*1e6:.4f} uJ/m2, ratio {F_film/F0:.3f}")
print(f"rms roughness of each surface = {ROUGHNESS*1e9:.2f} nm")
print(f"change from roughness = {100*(rough_ratio-1):.2f} %")
print(f"change for permittivity up 5 % = {100*(F_eps_up/F0-1):.2f} %")
print("all assertions hold")
```

Output:

```
INPUTS (rough typical values)
temperature = 300 K; gap = 10.0 nm
static permittivity = 4.00
ultraviolet oscillator: strength 1.10, energy 13.0 eV
infrared oscillator: strength 1.90, energy 0.10 eV
ZERO-FREQUENCY TERM
kT = 25.852 meV
static reflection coefficient r = 0.6000
r squared = 0.3600
Li3(r squared) = 0.378252
Li3 from slab determinants = 0.378247
kT/(16 pi D^2) = 0.8240 uJ/m2
free energy F0 = -0.3117 uJ/m2
free energy F0 = -1.9454e-06 eV/nm2
pressure = -62.34 Pa
Hamaker part A0 = 7.334 meV
DETERMINANT CHECK, log of ratio at kD = 0.2 and 1
40 cells: -0.274066, -0.049609
80 cells: -0.275640, -0.049862
extrapolated: -0.276164, -0.049947
formula: -0.276169, -0.049948
HIGHER MATSUBARA TERMS
first Matsubara energy = 0.1624 eV
thermal length hbar c/kT = 7633 nm
gap 10 nm: F0 -3.117e-01, total -1.079e+01 uJ/m2, share 2.89 %
gap 100 nm: F0 -3.117e-03, total -2.274e-02 uJ/m2, share 13.71 %
gap 1000 nm: F0 -3.117e-05, total -4.596e-05 uJ/m2, share 67.81 %
gap 10000 nm: F0 -3.117e-07, total -3.117e-07 uJ/m2, share 100.00 %
gap where F0 is half the total = 590 nm
OTHER NEGLECTED EFFECTS ON F0 AT THE EXAMPLE GAP
mobile ion density = 1.0e+16 cm^-3
Debye length = 23.91 nm
F0 with mobile ions = -0.4114 uJ/m2, ratio 1.320
F0 in conductor limit = -0.9905 uJ/m2, ratio 3.178
water film: thickness 0.30 nm each, permittivity 80
F0 with water films = -0.5171 uJ/m2, ratio 1.659
rms roughness of each surface = 0.50 nm
change from roughness = 1.54 %
change for permittivity up 5 % = 5.50 %
all assertions hold
```
